\section*{Converting Line Strength, gf and Transition Rate for Electric-Dipole Lines}

\section{An electron on a spring}

Take one electron, of mass $m$ and charge $-e$, bound harmonically with angular frequency $\omega$. Classically it moves as $x=x_0\cos\omega t$, and its dipole moment is $-ex$. The accelerated charge radiates, so the motion dies away. The rate of this decay contains nearly everything needed to convert oscillator strengths into transition rates.

SI units are used, and all constants are kept. Far from the electron, at distance $r$ and angle $\theta$ from the line of motion, the radiated electric field has amplitude
\begin{equation}
E_0=\frac{\mu_0 e\omega^2x_0\sin\theta}{4\pi r}.
\end{equation}
The time-averaged energy flux of a wave of amplitude $E_0$ is $E_0^2/(2\mu_0c)$. Integrating it over a large sphere, with $\int_0^\pi\sin^3\theta\,d\theta=4/3$, gives the radiated power
\begin{align}
P&=\frac{\mu_0e^2\omega^4x_0^2}{32\pi^2c}\;2\pi\int_0^\pi\sin^3\theta\,d\theta
=\frac{\mu_0e^2\omega^4x_0^2}{12\pi c}\nonumber\\
&=\frac{e^2\omega^4x_0^2}{12\pi\varepsilon_0c^3},
\end{align}
where the last form uses $\mu_0=1/(\varepsilon_0c^2)$. The energy of the oscillator is $\tfrac12m\omega^2x_0^2$. The fraction of it lost per unit time is therefore
\begin{equation}
\gamma=\frac{P}{\tfrac12m\omega^2x_0^2}=\frac{e^2\omega^2}{6\pi\varepsilon_0mc^3}.
\label{eq:gamma}
\end{equation}
The amplitude has dropped out. The calculation treats the motion as undamped during one period, so it needs $\gamma\ll\omega$.

In terms of the vacuum wavelength, $\omega=2\pi c/\lambda$ and
\begin{equation}
\gamma=\frac{e^2}{6\pi\varepsilon_0mc^3}\,\frac{4\pi^2c^2}{\lambda^2}
=\frac13\,\frac{2\pi e^2}{\varepsilon_0mc\,\lambda^2}.
\label{eq:gammalambda}
\end{equation}
The factor $2\pi e^2/(\varepsilon_0mc)$ will return as the constant that links $gf$ to the transition rate. The 3 in the denominator comes from the angular integral; for an isotropic spring the factor $1/3$ will reappear as $gf/g_u$.

\section{The quantum rate between two states}

Now let an atom pass from a state $|u\rangle$ to a lower state $|l\rangle$, emitting a photon of frequency $\omega=(E_u-E_l)/\hbar$. The dipole operator is $\mathbf D=-e\sum_i\mathbf r_i$, with the nucleus at the origin, and its matrix element is $\mathbf d=\langle l|\mathbf D|u\rangle$. If the wavelength is much larger than the atom, the field is uniform across it and the coupling is $-\mathbf D\cdot\mathbf E$.

Put the field in a periodic box of volume $V$. One mode, with frequency $\omega_k$ and real unit polarization vector $\boldsymbol\epsilon$, contributes at the nucleus
\begin{equation}
\mathbf E=i\mathcal E\,\boldsymbol\epsilon\,(a-a^\dagger).
\end{equation}
The amplitude $\mathcal E$ follows from the zero-point energy $\tfrac12\hbar\omega_k$, half of which is electric. In the vacuum $\langle\mathbf E^2\rangle=\mathcal E^2$, so
\begin{equation}
\tfrac12\varepsilon_0V\mathcal E^2=\tfrac14\hbar\omega_k
\quad\Longrightarrow\quad
\mathcal E^2=\frac{\hbar\omega_k}{2\varepsilon_0V}.
\end{equation}
Emission into the empty mode uses the $a^\dagger$ term, for which $\langle1|a^\dagger|0\rangle=1$. The squared matrix element of the coupling is
\begin{equation}
|M|^2=\frac{\hbar\omega_k}{2\varepsilon_0V}\,|\boldsymbol\epsilon\cdot\mathbf d|^2 .
\end{equation}

To first order in the coupling, the golden rule gives the rate
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\sum_{\rm modes}|M|^2\,\delta(\hbar\omega_k-\hbar\omega)
=\frac{2\pi}{\hbar^2}\sum_{\rm modes}|M|^2\,\delta(\omega_k-\omega).
\end{equation}
For a large box, each polarization has $V\,d^3k/(2\pi)^3=V\omega_k^2\,d\omega_k\,d\Omega/(2\pi c)^3$ modes in the given ranges of frequency and direction.

For a propagation direction $\mathbf n$, the two polarization vectors and $\mathbf n$ form an orthonormal triad. Hence
\begin{equation}
\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2=|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2 .
\end{equation}
The integral $\int n_in_j\,d\Omega$ vanishes for $i\ne j$, because the integrand is odd in $n_i$. Its three diagonal values are equal and add up to $4\pi$, so each is $4\pi/3$. Therefore
\begin{equation}
\int\!\left(|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2\right)d\Omega
=\left(4\pi-\frac{4\pi}{3}\right)|\mathbf d|^2=\frac{8\pi}{3}|\mathbf d|^2 .
\end{equation}
Collecting the factors,
\begin{align}
\Gamma&=\frac{2\pi}{\hbar^2}\cdot\frac{V\omega^2}{(2\pi c)^3}\cdot\frac{\hbar\omega}{2\varepsilon_0V}\cdot\frac{8\pi}{3}|\mathbf d|^2\nonumber\\
&=\frac{16\pi^2}{48\pi^3}\,\frac{\omega^3|\mathbf d|^2}{\varepsilon_0\hbar c^3}
=\frac{\omega^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3}.
\label{eq:single}
\end{align}
The box volume has cancelled. One power of $\omega$ comes from the field energy per photon and two come from the density of modes.

\paragraph{Back to the spring.} For the oscillator, $x=\sqrt{\hbar/(2m\omega)}\,(b+b^\dagger)$, where $b$ lowers the excitation number $n$ by one. Thus $|\mathbf d|^2=e^2n\hbar/(2m\omega)$ for the step $n\to n-1$, and Eq.~\eqref{eq:single} gives
\begin{equation}
\Gamma_n=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\,\frac{ne^2\hbar}{2m\omega}
=n\,\frac{e^2\omega^2}{6\pi\varepsilon_0mc^3}=n\gamma .
\end{equation}
Each emission removes $\hbar\omega$, so the mean power is $n\hbar\omega\gamma$. The energy above the ground state is $n\hbar\omega$, and its fractional loss rate is $\gamma$, the classical value. Within the dipole approximation the agreement holds for every $n$, including $n=1$; it is lost once $n$ is so large that the amplitude of the motion is no longer small compared with the wavelength.

\section{From states to levels}

A level here means the $2J+1$ states of equal energy that belong to one value $J$ of the total angular momentum and differ only in its projection $M$. Let the upper level have $g_u$ states $|uM_u\rangle$ and the lower level $g_l$ states $|lM_l\rangle$. The line strength is
\begin{equation}
S=\sum_{M_u,M_l}\left|\langle lM_l|\mathbf D|uM_u\rangle\right|^2 ,
\label{eq:S}
\end{equation}
where the square of a vector means the sum of $|\ |^2$ over its Cartesian components. Since each component of $\mathbf D$ is Hermitian, exchanging $u$ and $l$ leaves $S$ unchanged. The line strength belongs to the pair of levels, without a direction.

The rate $A$ is different: it starts from one upper state and ends in any state of the lower level. By Eq.~\eqref{eq:single} it involves
\begin{equation}
\sum_{M_l}\left|\langle lM_l|\mathbf D|uM_u\rangle\right|^2=\langle uM_u|W|uM_u\rangle,
\qquad W=\sum_iD_iP_lD_i ,
\end{equation}
with $P_l=\sum_{M_l}|lM_l\rangle\langle lM_l|$. In free space $P_l$ is unchanged by rotations, because it contains all states of the level. The sum over $i$ is a scalar product. Hence $W$ commutes with the total angular momentum $\mathbf J$.

This makes the expectation value independent of $M_u$. Write $J_+|uM\rangle=\kappa|u,M{+}1\rangle$ with $\kappa$ real and nonzero, so that $J_-|u,M{+}1\rangle=\kappa|uM\rangle$. Then $WJ_+=J_+W$ implies
\begin{equation}
\kappa\,\langle u,M{+}1|W|u,M{+}1\rangle=\langle u,M{+}1|J_+W|uM\rangle
=\kappa\,\langle uM|W|uM\rangle .
\end{equation}
All $g_u$ expectation values are equal. Their sum is $S$, so each is $S/g_u$, and
\begin{equation}
A=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\,\frac{S}{g_u}.
\label{eq:AS}
\end{equation}
The division by $g_u$ is an average over initial states. There is no division by $g_l$, because final states are summed.

Inserting $\omega=2\pi c/\lambda$ and then $\hbar=h/(2\pi)$,
\begin{equation}
A=\frac{8\pi^3c^3}{3\pi\varepsilon_0\hbar c^3\lambda^3}\,\frac{S}{g_u}
=\frac{8\pi^2}{3\varepsilon_0\hbar\lambda^3}\,\frac{S}{g_u}
=\frac{16\pi^3}{3\varepsilon_0h\lambda^3}\,\frac{S}{g_u}.
\label{eq:ASlambda}
\end{equation}

\paragraph{The isotropic spring.} Let the electron be bound equally in all three directions. The ground level has one state and the first excited level has three, with one quantum along $x$, $y$ or $z$. Each contributes $e^2\hbar/(2m\omega)$ to the line strength, so $S=3e^2\hbar/(2m\omega)$. With $g_u=3$, Eq.~\eqref{eq:AS} returns $A=\gamma$. Having three excited states does not make any one of them decay faster.

\section{Measuring a line against the spring}

The absorption oscillator strength is the dimensionless quantity
\begin{equation}
f=\frac{2m\omega}{3\hbar e^2}\,\frac{S}{g_l}.
\label{eq:f}
\end{equation}
It averages over the lower states and sums over the upper ones. For the first line of the isotropic spring, $g_l=1$ and
\begin{equation}
f=\frac{2m\omega}{3\hbar e^2}\cdot\frac{3e^2\hbar}{2m\omega}=1 ,
\end{equation}
which fixes the meaning of the scale.

The product $gf$ means $g_lf$, with the lower weight and the absorption value of $f$. It is proportional to $S$ without any weight:
\begin{equation}
gf=\frac{2m}{3\hbar e^2}\,\frac{2\pi c}{\lambda}\,S
=\frac{4\pi mc}{3\hbar e^2\lambda}\,S
=\frac{8\pi^2mc}{3he^2\lambda}\,S .
\label{eq:gfS}
\end{equation}
To eliminate $S$, solve this for $S=3he^2\lambda\,gf/(8\pi^2mc)$ and insert it in Eq.~\eqref{eq:ASlambda}:
\begin{equation}
A=\frac{16\pi^3}{3\varepsilon_0h\lambda^3g_u}\cdot\frac{3he^2\lambda}{8\pi^2mc}\,gf
=\frac{2\pi e^2}{\varepsilon_0mc\,\lambda^2}\,\frac{gf}{g_u}.
\label{eq:Agf}
\end{equation}
Planck's constant has cancelled, and one power of $\lambda$ with it. Comparison with Eq.~\eqref{eq:gammalambda} gives
\begin{equation}
A=3\,\frac{g_l}{g_u}\,f\,\gamma .
\label{eq:Agamma}
\end{equation}
For the isotropic spring, $g_l/g_u=1/3$ and $f=1$, and the rate is again $\gamma$. For this spring the factor $1/3$ in Eq.~\eqref{eq:gammalambda} is matched by $gf/g_u=1/3$. A spring that moves along one line only has $S=e^2\hbar/(2m\omega)$, $f=1/3$ and $g_l=g_u=1$, and Eq.~\eqref{eq:Agamma} gives it the same rate $\gamma$, so the factor is not in itself a ratio of weights.

The different powers of $\lambda$ matter when a wavelength is corrected. For a small relative change $\delta\lambda/\lambda$, the logarithms of Eqs.~\eqref{eq:ASlambda} and \eqref{eq:Agf} give
\begin{equation}
\frac{\delta A}{A}=-3\,\frac{\delta\lambda}{\lambda}\ \ (S\ \text{fixed}),\qquad
\frac{\delta A}{A}=-2\,\frac{\delta\lambda}{\lambda}\ \ (gf\ \text{fixed}).
\end{equation}
These agree with each other, because at fixed $S$ the value of $gf$ itself changes as $1/\lambda$.

\section{The numerical constants}

The inputs are $e=1.602176634\times10^{-19}$~C, $m=9.1093837\times10^{-31}$~kg, $c=299792458$~m/s, $h=6.62607015\times10^{-34}$~J\,s, $\varepsilon_0=8.8541878\times10^{-12}$~F/m and the Bohr radius $a_0=5.2917721\times10^{-11}$~m. They give
\begin{align}
\frac{16\pi^3}{3\varepsilon_0h}&=2.81867\times10^{46}\ \mathrm{m\,s^{-1}\,C^{-2}},\\
\frac{2\pi e^2}{\varepsilon_0mc}&=6.67025\times10^{-5}\ \mathrm{m^2\,s^{-1}},\\
\frac{8\pi^2mc}{3he^2}&=4.22573\times10^{50}\ \mathrm{m^{-1}\,C^{-2}}.
\end{align}

Express the line strength in the atomic unit $e^2a_0^2=7.18825\times10^{-59}\ \mathrm{C^2\,m^2}$. Let $S_{\rm au}$ be the number of these units and $\lambda_{\text{\AA}}$ the vacuum wavelength in angstrom, so that $\lambda=10^{-10}\lambda_{\text{\AA}}$~m. The factors $\lambda^{-3}$, $\lambda^{-2}$ and $\lambda^{-1}$ then supply $10^{30}$, $10^{20}$ and $10^{10}$:
\begin{align}
2.81867\times10^{46}\times7.18825\times10^{-59}\times10^{30}&=2.02613\times10^{18},\\
6.67025\times10^{-5}\times10^{20}&=6.67025\times10^{15},\\
4.22573\times10^{50}\times7.18825\times10^{-59}\times10^{10}&=303.756 .
\end{align}
With $A$ in s$^{-1}$ and four figures in each constant,
\begin{align}
A&=\frac{2.026\times10^{18}}{g_u\lambda_{\text{\AA}}^3}\,S_{\rm au},\label{eq:pS}\\
A&=\frac{6.670\times10^{15}}{g_u\lambda_{\text{\AA}}^2}\,gf,\label{eq:pgf}\\
gf&=\frac{303.8}{\lambda_{\text{\AA}}}\,S_{\rm au}.\label{eq:pSgf}
\end{align}
Equating the first two requires the third constant to be the ratio of the other two, and indeed $2.02613\times10^{18}/(6.67025\times10^{15})=303.756$. In the opposite direction,
\begin{align}
S_{\rm au}&=4.936\times10^{-19}\,g_u\lambda_{\text{\AA}}^3A,\\
gf&=1.499\times10^{-16}\,g_u\lambda_{\text{\AA}}^2A,\\
S_{\rm au}&=3.292\times10^{-3}\,\lambda_{\text{\AA}}\,gf .
\end{align}

\section{A real line: hydrogen 2p to 1s}

Take nonrelativistic hydrogen with a fixed nucleus, and count spin states. The upper term has $g_u=3\times2=6$ states and the lower one $g_l=2$. The digits below describe this model. Letting the proton move, so that the reduced mass enters, shifts them by about 5 parts in $10^4$, to $\lambda_{\text{\AA}}=1215.68$, $f=0.4164$, $A=6.265\times10^8\ \mathrm{s^{-1}}$ and a lifetime of 1.596~ns.

With $\rho=r/a_0$, the normalized radial functions are
\begin{equation}
R_{1s}=2a_0^{-3/2}e^{-\rho},\qquad R_{2p}=\frac{a_0^{-3/2}}{2\sqrt6}\,\rho\,e^{-\rho/2}.
\end{equation}
The radial integral of $r$ is
\begin{align}
I&=\int_0^\infty R_{1s}\,r\,R_{2p}\,r^2dr
=\frac{a_0}{\sqrt6}\int_0^\infty\rho^4e^{-3\rho/2}d\rho\nonumber\\
&=\frac{a_0}{\sqrt6}\,4!\left(\frac23\right)^5=1.29027\,a_0 .
\end{align}
Its square is $I^2=(576/6)(2^{10}/3^{10})a_0^2=(2^{15}/3^9)a_0^2=1.66479\,a_0^2$.

For the angles, use the real p functions $\sqrt{3/(4\pi)}\,n_i$ and the s function $1/\sqrt{4\pi}$. Then
\begin{equation}
\int\frac{1}{\sqrt{4\pi}}\,n_j\,\sqrt{\frac{3}{4\pi}}\,n_i\,d\Omega
=\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}\,\delta_{ij}=\frac{\delta_{ij}}{\sqrt3}.
\end{equation}
Each p function therefore has $|\mathbf d|^2=e^2I^2/3$, and the three together give $e^2I^2$. The dipole operator does not change the spin, so the two spin directions contribute equally and do not mix:
\begin{equation}
S_{\rm au}=2\times1.66479=3.3296 .
\end{equation}

The six upper states contain two values of $J$, so the ladder argument in $J_\pm$ does not connect them all. However, each of the six products of a p function and a spin state has the same strength $e^2I^2/3=S/6$ to the lower term, so Eq.~\eqref{eq:AS} holds with $g_u=6$.

With the Hartree energy $E_h$, the levels lie at $-E_h/2$ and $-E_h/8$. The transition energy is $3E_h/8=1.63490\times10^{-18}$~J, and $\lambda=hc/(3E_h/8)$ gives $\lambda_{\text{\AA}}=1215.02$. Hence
\begin{equation}
gf=\frac{303.756\times3.3296}{1215.02}=0.8324,\qquad f=\frac{0.8324}{2}=0.4162 .
\end{equation}
The two routes to the rate are
\begin{align}
A&=\frac{2.02613\times10^{18}\times3.3296}{6\times1215.02^3}=6.268\times10^8\ \mathrm{s^{-1}},\\
A&=\frac{6.67025\times10^{15}\times0.8324}{6\times1215.02^2}=6.268\times10^8\ \mathrm{s^{-1}}.
\end{align}
In this model 1s is the only level below 2p, since 2s has the same energy as 2p. The lifetime is therefore $1/A=1.595$~ns. When a level can emit to several lower levels, its radiative lifetime is the inverse of the sum of the rates to all of them.

A spring of the same frequency would have $\gamma=6.67025\times10^{15}/(3\times1215.02^2)=1.506\times10^9\ \mathrm{s^{-1}}$. Equation~\eqref{eq:Agamma} gives $A/\gamma=3\times(2/6)\times0.4162=0.4162$. The weights cancel the factor 3 here, and the atom decays more slowly than the spring by the factor $f$. The ratio $\gamma/\omega$, with $\omega=1.550\times10^{16}$~rad/s, is about $10^{-7}$, so the assumption of weak damping is well satisfied.

\section{Which weight belongs to which strength}

Spin-orbit coupling splits 2p into levels with $j=1/2$ and $j=3/2$, containing 2 and 4 states. Neglect the small splitting in $\lambda$, but treat the two lines separately. The lower term 1s remains one level with two states.

For this lower term, $W$ commutes with the orbital and spin angular momenta separately, because $\mathbf D$ does not act on spin and $P_l$ contains both spin states. The ladder argument can then be used for $L_\pm$ and for $S_\pm$, so all six product states have the same expectation value $S/6$. Since $W$ also commutes with $L_z$ and $S_z$, it has no matrix elements between different product states. Within the 2p term it is a multiple of the identity, and every normalized combination, including the coupled states of given $j$, has the value $S/6$. Thus
\begin{equation}
S_j=\frac{2j+1}{6}\,S,\qquad (gf)_j=\frac{2j+1}{6}\,gf .
\end{equation}
For $j=1/2$ this gives $S_{\rm au}=1.110$ and $gf=0.2775$. For $j=3/2$ it gives $2.220$ and $0.5549$. The strengths add up to those of the whole term, but the rates do not add: with $g_u=2j+1$, the weight cancels and both levels have $A=6.268\times10^8\ \mathrm{s^{-1}}$.

Combining the $j=1/2$ strength with the weight 6 of the whole term would give one third of the correct rate. The weight $g_u$ must count the same upper states as the sum in $S$.

\section{Where the constants stop applying}

The derivation used the dipole coupling. A line for which $S$ vanishes may still decay through a magnetic or higher multipole coupling, but then Eq.~\eqref{eq:single} has to be replaced, and Eqs.~\eqref{eq:pS} and \eqref{eq:pSgf}, which contain the electric-dipole $S$, do not carry over. The $f$ of Eq.~\eqref{eq:f} vanishes with $S$, so Eq.~\eqref{eq:pgf} can describe such a line only if $f$ is redefined for the new coupling. The upper state may also decay by emitting two photons, which gives a continuum and no line; this is the main channel from 2s to 1s in hydrogen, with a rate of about $8.2\ \mathrm{s^{-1}}$.

It also used the modes of empty space. Near a mirror or in a cavity, the mode sum changes, and with it $A$, even if $S$ is unaltered. An external field can split the levels, which removes the common frequency assumed in Eq.~\eqref{eq:AS}, and it can also mix states. If the splittings are large compared with the widths $\hbar A$, Eq.~\eqref{eq:single} is applied to each pair of states as they are in the field, with their own matrix element and frequency, before summing over the final states. For smaller splittings the mixing and the decay have to be treated together. In the hydrogen model above, 2s and 2p have the same energy, and a static electric field $F$ couples 2s to the 2p function along the field with a matrix element of size $V=3ea_0F$. Only 2p has a dipole matrix element with 1s, so the two amplitudes evolve under a matrix with diagonal elements $0$ and $-i\hbar A/2$ and off-diagonal elements $V$, whose eigenvalues are $-i\hbar A/4\pm\sqrt{V^2-\hbar^2A^2/16}$. For $V>\hbar A/4$, that is $F>6.5$~V/cm, the two modes are equal mixtures and each decays at $A/2$. For weaker fields one mode is slow and the other fast: at 1~V/cm the rates are $0.006A$ and $0.994A$. In real hydrogen the Lamb shift of about 1~GHz and the fine structure separate the levels, and much larger fields are needed: the slowest mode reaches only about $0.04A$ at 100~V/cm and $0.34A$ at 500~V/cm.
